# The dipole mode of trapped electrons in time-dependent Hartree-Fock

**Setting.** \(N\) electrons move in one dimension in a harmonic trap and repel each other. In Hartree atomic units,
\[
H=\sum_{n=1}^{N}h_n+\sum_{n<m}v(x_n-x_m),\qquad h=\frac{p^2}{2}+\frac{\omega_0^2x^2}{2},
\]
where \(v\) is even and independent of spin. The ladder operators of one electron are
\[
b^\dagger=\frac{\omega_0x-ip}{\sqrt{2\omega_0}},\qquad b=\frac{\omega_0x+ip}{\sqrt{2\omega_0}},\qquad [b,b^\dagger]=1,\qquad [h,b^\dagger]=\omega_0b^\dagger .
\]
The basis is complete unless stated otherwise, and orbitals decay fast enough for boundary terms to vanish. Occupied orbitals carry the labels \(i,j\), empty ones \(a,c\).

## Part (a): the interacting system

**Question.** Let \(R=\sum_nx_n\), \(P=\sum_np_n\) and \(\mathcal B^\dagger=\sum_nb_n^\dagger\). Find \([H,\mathcal B^\dagger]\). Which excited states can a uniform field reach from the ground state, and with what oscillator strength?

**Answer.** The interaction commutes with \(R\), since both are functions of position. It also commutes with \(P\), because the forces of a pair cancel:
\[
[v(x_n-x_m),p_n+p_m]=i\,v'(x_n-x_m)-i\,v'(x_n-x_m)=0 .
\]
Hence \(\mathcal B^\dagger\), a combination of \(R\) and \(P\), commutes with the interaction. The one-electron part gives
\[
[H,\mathcal B^\dagger]=\sum_n[h_n,b_n^\dagger]=\omega_0\mathcal B^\dagger .
\]
Applied to the ground state, this reads \(H\mathcal B^\dagger|0\rangle=(E_0+\omega_0)\mathcal B^\dagger|0\rangle\). The adjoint relation would give \(\mathcal B|0\rangle\) the energy \(E_0-\omega_0\), below the ground state, so \(\mathcal B|0\rangle=0\). Since \([\mathcal B,\mathcal B^\dagger]=N\), the vector \(\mathcal B^\dagger|0\rangle\) has squared norm \(N\) and is not null.

A uniform field couples to \(R=(\mathcal B+\mathcal B^\dagger)/\sqrt{2\omega_0}\). Therefore
\[
R|0\rangle=\frac{\mathcal B^\dagger|0\rangle}{\sqrt{2\omega_0}}=\sqrt{\frac{N}{2\omega_0}}\,|1\rangle,\qquad |1\rangle=\frac{\mathcal B^\dagger|0\rangle}{\sqrt N}.
\]
To first order in its strength, the field reaches this one state, at excitation energy \(\omega_0\). With \(f_n=2\omega_n|\langle n|R|0\rangle|^2\), its strength is \(2\omega_0\cdot N/(2\omega_0)=N\). This is the harmonic potential theorem for dipole excitation: the cloud oscillates as a whole, and the internal forces do not act on its centre of mass.

## Part (b): the self-energy under shifts and boosts

**Question.** Let \(1=(x,\sigma)\), \(1'=(x',\sigma')\), and let \(\rho(1,1')\) be the one-electron density matrix, with trace \(N\). The Hartree-Fock self-energy is
\[
\Sigma[\rho](1,1')=\delta(1,1')V_{\rm H}(x)-v(x-x')\rho(1,1'),\qquad V_{\rm H}(x)=\int v(x-y)\,n(y)\,dy,
\]
where \(n(y)=\sum_\sigma\rho(y\sigma,y\sigma)\). Find its derivative with respect to \(\rho\), and show that \(\Sigma[[G,\rho]]=[G,\Sigma[\rho]]\) for \(G=x\) and \(G=p\).

**Answer.** Since \(\Sigma\) is linear in \(\rho\), the derivative can be read off:
\[
K(1,1';2,2')=\frac{\delta\Sigma(1,1')}{\delta\rho(2,2')}
=\delta(1,1')\delta(2,2')v(x_1-x_2)-\delta(1,2)\delta(1',2')v(x_1-x_{1'}).
\]
The first term needs only the density, the diagonal of \(\rho\). The exchange term acts on the whole matrix \(\rho(1,1')\), so the kernel must be treated as a function of four points.

*Boost,* \(G=x\). Here \([x,\rho](1,1')=(x-x')\rho(1,1')\). Its diagonal vanishes, so it produces no Hartree term. The exchange term is
\[
-v(x-x')(x-x')\rho(1,1')=(x-x')\bigl[-v(x-x')\rho(1,1')\bigr],
\]
which is the commutator of \(x\) with the exchange operator. The local potential \(V_{\rm H}\) commutes with \(x\), so the identity holds for the sum.

*Shift,* \(G=p\). Integration by parts in the product \(\rho p\) gives
\[
[p,\rho](1,1')=-i(\partial_x+\partial_{x'})\rho(1,1').
\]
Because \((\partial_x+\partial_{x'})v(x-x')=0\), the derivatives can be moved past \(v\) in the exchange term, which becomes the commutator of \(p\) with the exchange operator. The density belonging to \([p,\rho]\) is \(-in'(y)\), and its Hartree potential is
\[
-i\int v(x-y)n'(y)\,dy=i\int\frac{\partial v(x-y)}{\partial y}\,n(y)\,dy=-iV_{\rm H}'(x)=[p,V_{\rm H}](x).
\]
The middle step uses \(\partial_yv(x-y)=-\partial_xv(x-y)\). By linearity the identity also holds for \(G=b^\dagger\) and \(G=b\). The Hartree and exchange terms satisfy it separately.

## Part (c): the linearized equation

**Question.** Time-dependent Hartree-Fock is \(i\,\partial_t\rho=[F[\rho],\rho]\) with \(F=h+\Sigma[\rho]\). Linearize it about a self-consistent solution \(\rho_0\), connect the result with the Bethe-Salpeter equation, and show that \([b^\dagger,\rho_0]\) is a mode of frequency \(\omega_0\). How much dipole strength does it carry?

**Answer.** Let \(F_0=F[\rho_0]\), \(\Sigma_0=\Sigma[\rho_0]\) and \([F_0,\rho_0]=0\). Put \(\rho=\rho_0+\delta\rho\,e^{-i\omega t}+\text{h.c.}\) and keep the terms in \(e^{-i\omega t}\) of first order:
\[
\omega\,\delta\rho=[F_0,\delta\rho]+[\Sigma[\delta\rho],\rho_0].\tag{1}
\]

*Connection with the Bethe-Salpeter equation.* Add a weak external potential \(U\), so that \(\Sigma[\delta\rho]=K\delta\rho\) becomes \(W=U+K\delta\rho\). Between Hartree-Fock orbitals with energies \(\varepsilon_k\) and occupations \(n_k\), one has \([F_0,\delta\rho]_{kl}=(\varepsilon_k-\varepsilon_l)\delta\rho_{kl}\) and \([W,\rho_0]_{kl}=(n_l-n_k)W_{kl}\). Thus
\[
\delta\rho_{kl}=\frac{n_l-n_k}{\omega-\varepsilon_k+\varepsilon_l}\,\bigl(U+K\delta\rho\bigr)_{kl}.
\]
The fraction is the propagator \(L_0\) of an independent electron-hole pair. Writing \(\delta\rho=LU\) turns this into \(L=L_0+L_0KL\), the Bethe-Salpeter equation. Equal-time functions suffice because \(K\) is instantaneous. Equation (1) is its homogeneous form.

*The mode.* Insert \(\delta\rho=[b^\dagger,\rho_0]\). The Jacobi identity and stationarity turn the first term on the right of (1) into
\[
[F_0,[b^\dagger,\rho_0]]=[[F_0,b^\dagger],\rho_0]+[b^\dagger,[F_0,\rho_0]]=[[F_0,b^\dagger],\rho_0].
\]
Since \(F_0=h+\Sigma_0\), this equals \(\omega_0[b^\dagger,\rho_0]+[[\Sigma_0,b^\dagger],\rho_0]\). By part (b), the second term on the right of (1) is
\[
[\Sigma[[b^\dagger,\rho_0]],\rho_0]=[[b^\dagger,\Sigma_0],\rho_0]=-[[\Sigma_0,b^\dagger],\rho_0].
\]
The self-energy contributions cancel, and the sum is \(\omega_0[b^\dagger,\rho_0]\). The mode is not null, because cyclic permutation gives
\[
\mathrm{Tr}\bigl(b[b^\dagger,\rho_0]\bigr)=\mathrm{Tr}\bigl([b,b^\dagger]\rho_0\bigr)=N .
\]
So \(\omega=\omega_0\) exactly, for every \(N\) and every \(v(x-x')\), although the Hartree-Fock ground state itself is approximate. In a three-dimensional trap the argument applies to each coordinate that enters the trap potential only through a term \(\omega_0^2x^2/2\), uncoupled from the other coordinates. It fails for an anharmonic trap, where \([h,b^\dagger]\) is no longer proportional to \(b^\dagger\).

*Dipole strength.* A brief uniform force with total impulse \(k\) per electron changes \(\rho_0\) into \(e^{ikx}\rho_0e^{-ikx}\), so to first order
\[
\delta\rho(0)=ik[x,\rho_0]=\frac{ik}{\sqrt{2\omega_0}}\bigl([b^\dagger,\rho_0]+[b,\rho_0]\bigr).
\]
The same proof with \([h,b]=-\omega_0b\) shows that \([b,\rho_0]\) has frequency \(-\omega_0\). The two terms therefore evolve with \(e^{-i\omega_0t}\) and \(e^{i\omega_0t}\). Their dipoles are
\[
\mathrm{Tr}(x[b^\dagger,\rho_0])=\mathrm{Tr}([x,b^\dagger]\rho_0)=\frac{N}{\sqrt{2\omega_0}},\qquad \mathrm{Tr}(x[b,\rho_0])=-\frac{N}{\sqrt{2\omega_0}},
\]
and hence
\[
\delta R(t)=\frac{ikN}{2\omega_0}\bigl(e^{-i\omega_0t}-e^{i\omega_0t}\bigr)=\frac{kN}{\omega_0}\sin\omega_0t .
\]
For a general system the kick gives \(e^{ikR}|0\rangle\approx|0\rangle+ik\sum_n|n\rangle\langle n|R|0\rangle\), so \(\delta R(t)=ik\sum_n|\langle n|R|0\rangle|^2\bigl(e^{-i\omega_nt}-e^{i\omega_nt}\bigr)=k\sum_n(f_n/\omega_n)\sin\omega_nt\), with \(f_n\) as in part (a); this form defines the strengths of the linearized modes. Comparison gives \(f=N\) at \(\omega_0\) and no dipole response at any other frequency, as in part (a).

## Part (d): matrices and inconsistent approximations

**Question.** For a closed shell with real orbitals, write (1) as a matrix equation for spin-singlet excitations. Give the amplitudes of the mode found above. What happens if the backward amplitudes are dropped, or if exchange is removed from the kernel?

**Answer.** The density matrix of a determinant obeys \(\rho^2=\rho\), and the equation of motion preserves this. To first order \(\delta\rho=\rho_0\,\delta\rho+\delta\rho\,\rho_0\), that is \((n_k+n_l-1)\,\delta\rho_{kl}=0\), so \(\delta\rho\) connects only occupied with empty orbitals. The commutator \([Q,\rho_0]\) has elements \((n_l-n_k)Q_{kl}\) and is of this form. Let \(X_{ia}=\delta\rho_{ai}\) and \(Y_{ia}=\delta\rho_{ia}\), and let
\[
(pq|rs)=\iint\varphi_p(x)\varphi_q(x)\,v(x-x')\,\varphi_r(x')\varphi_s(x')\,dx\,dx'.
\]
In a singlet both spins have the same \(\delta\rho\). The Hartree term sums over both spins and the exchange term keeps one:
\[
\Sigma[\delta\rho]_{pq}=\sum_{rs}\bigl[2(pq|rs)-(pr|sq)\bigr]\delta\rho_{rs}.
\]
The \(ai\) and \(ia\) elements of (1) are then
\[
AX+BY=\omega X,\qquad BX+AY=-\omega Y,
\]
\[
A_{ia,jc}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ac}+2(ia|jc)-(ij|ac),\qquad B_{ia,jc}=2(ia|jc)-(ic|ja).
\]
The minus sign in the second equation comes from \([\,\cdot\,,\rho_0]_{ia}=-(\,\cdot\,)_{ia}\). The term \(-(ij|ac)\) is the attraction between electron and hole. The dipole mode is
\[
X_{ia}=\langle a|b^\dagger|i\rangle,\qquad Y_{ia}=-\langle i|b^\dagger|a\rangle=-\langle a|b|i\rangle .
\]

*Dropping \(Y\)* (the Tamm-Dancoff approximation) removes part of this vector. \(Y\) vanishes only if \(b\) maps every occupied orbital into the occupied space. Interacting Hartree-Fock orbitals are in general not oscillator functions, and then the proof no longer applies.

*Removing exchange from the kernel* while keeping Hartree-Fock energies leaves the exchange part of \([\Sigma_0,b^\dagger]\) uncancelled. Removing it from both places restores the result, since the Hartree term satisfies part (b) alone.

The same reasoning warns about screened exchange with a fixed interaction \(w(x,x')\), for which the exchange term is \(\Sigma[\rho]=-w\rho\). With \(D=\partial_x+\partial_{x'}\), part (b) gives \(\Sigma[[p,\rho]]=i\,w\,D\rho\) and \([p,\Sigma[\rho]]=i\,D(w\rho)=i\,(Dw)\rho+i\,w\,D\rho\), so
\[
[p,\Sigma[\rho]]-\Sigma[[p,\rho]]=i\,(Dw)\,\rho .
\]
If \(w\) does not depend on \(x-x'\) alone, \(Dw\neq0\), the shift identity fails, and the cancellation is not guaranteed.

## Part (e): eigenvalue differences

**Question.** Must \(\varepsilon_a-\varepsilon_i\) differ from \(\omega_0\)? Give a general criterion, then treat two electrons in a singlet to first order in \(v\), with \(v(d)=g\,e^{-d^2/2s^2}\).

**Answer.** Take the element of \([F_0,b^\dagger]=\omega_0b^\dagger+[\Sigma_0,b^\dagger]\) between \(a\) and \(i\):
\[
(\varepsilon_a-\varepsilon_i-\omega_0)\langle a|b^\dagger|i\rangle=\langle a|[\Sigma_0,b^\dagger]|i\rangle .
\]
If \(\langle a|b^\dagger|i\rangle\neq0\), the difference equals \(\omega_0\) precisely when the right-hand side vanishes. Nothing in the symmetry enforces this, but nothing forbids it for a particular interaction.

*Weak coupling.* Let 0 and 1 be the lowest oscillator functions, \(J_{00}=(00|00)\), \(J_{01}=(00|11)\), \(K_{01}=(01|01)\). The occupied level rises by \(2J_{00}-J_{00}=J_{00}\) and the empty one by \(2J_{01}-K_{01}\):
\[
\varepsilon_1-\varepsilon_0=\omega_0+2J_{01}-K_{01}-J_{00}.
\]
The integrals are related. Since \(v\) commutes with \(\mathcal B^\dagger\), and \(\mathcal B|00\rangle=0\),
\[
\langle00|\mathcal B\,v\,\mathcal B^\dagger|00\rangle=\langle00|v\,\mathcal B\mathcal B^\dagger|00\rangle=2J_{00}.
\]
But \(\mathcal B^\dagger|00\rangle=|10\rangle+|01\rangle\), so the left side is \(2J_{01}+2K_{01}\). Thus \(J_{01}=J_{00}-K_{01}\), and
\[
\varepsilon_1-\varepsilon_0=\omega_0+J_{00}-3K_{01}.
\]
The kernel adds \(2K_{01}-J_{01}=3K_{01}-J_{00}\) to the diagonal of \(A\), which removes the shift. The matrix \(B\) and the couplings to other pairs affect the frequency only from second order.

*Gaussian repulsion.* Let \(l^2=1/\omega_0\). In \(|00\rangle\), the separation \(d=x_1-x_2\) and the centre \(u=(x_1+x_2)/2\) are independent Gaussian variables with variances \(l^2\) and \(l^2/4\). Hence
\[
J_{00}=\frac{g}{\sqrt{2\pi}\,l}\int e^{-\frac{d^2}{2}\left(\frac1{s^2}+\frac1{l^2}\right)}dd=\frac{gs}{\sqrt{s^2+l^2}} .
\]
The combined Gaussian has variance \(s^2l^2/(s^2+l^2)\), so \(\langle d^2v\rangle=J_{00}\,s^2l^2/(s^2+l^2)\). With \(\varphi_1=\sqrt2\,(x/l)\varphi_0\) and \(x_1x_2=u^2-d^2/4\),
\[
K_{01}=\frac{2}{l^2}\langle x_1x_2v\rangle=\frac{2}{l^2}\,\frac{l^2}{4}J_{00}\left(1-\frac{s^2}{s^2+l^2}\right)=\frac{J_{00}\,l^2}{2(s^2+l^2)} .
\]
The first-order shift is therefore
\[
J_{00}-3K_{01}=J_{00}\,\frac{2s^2-l^2}{2(s^2+l^2)} .
\]
For \(s\gg l\) it tends to \(g\): the empty orbital feels two electrons, the occupied one feels only its partner. For \(s\ll l\) it tends to \(-J_{00}/2\). It vanishes at \(s=l/\sqrt2\). At small fixed \(g\) the gap lies on opposite sides of \(\omega_0\) for shorter and longer ranges, so by continuity it equals \(\omega_0\) at some range in between.

For \(\omega_0=0.5\) hartree, \(l^2=2\) bohr\(^2\) and the zero lies at \(s=1\) bohr. At \(s=3\) bohr the shift is \((0.9045-3\times0.0822)g=0.658\,g\); at \(s=0.5\) bohr it is \((0.3333-3\times0.1481)g=-0.111\,g\). Self-consistent calculations at small \(\pm g\) give the same slopes. At \(g=0.5\) hartree the accidental equality occurs at \(s=1.051\) bohr. Violation by eigenvalue differences is thus the general case, not a law without exceptions.

## Part (f): a numerical case

**Question.** Take \(\omega_0=0.5\) hartree and \(v(d)=1/\sqrt{d^2+1}\), with \(d\) in bohr. Interpret the calculated spectra for two and six electrons, and explain the role of the basis.

**Answer.** The Hartree-Fock gaps, in hartree, are
\[
N=2:\;1.7217-0.9292=0.7925,\qquad N=6:\;4.15046-3.40142=0.74904 .
\]
They exceed \(\omega_0\) by 58% and 50% of \(\omega_0\). The gap is the smallest difference between an empty and an occupied level, so here no such difference equals \(\omega_0\). Full time-dependent Hartree-Fock gives 0.500000 hartree for both numbers, with strengths 2.000000 and 6.000000. For two electrons, the main energies are 21.56 eV for the gap and 13.61 eV for the mode.

The pair formed by the two lowest orbitals shows how the shift is removed. For a single pair \(B=(ia|ia)=0.1308\) hartree. The value \(A=0.51877\) hartree then implies an attraction \((ii|aa)=0.79248+2\times0.13077-0.51877=0.53525\) hartree. Eliminating \(Y\) from the two equations of part (d) gives \(\omega^2=A^2-B^2\), so
\[
\omega=\sqrt{0.5188^2-0.1308^2}=0.5020\ \text{hartree}.
\]
The other pairs supply the remaining \(-0.0020\) hartree. For two electrons, the approximations of part (d) give these frequencies of the strongest dipole mode:

- Tamm-Dancoff: 0.5187 hartree. The omitted backward weight is small, \(\sum Y^2=0.036\) against \(\sum X^2=2.036\), summed over both spins, yet the frequency is 3.7% too high.
- Hartree-Fock levels with no exchange in the kernel: 1.006 hartree, about twice \(\omega_0\).
- Hartree levels with the Hartree kernel: 0.500000 hartree, although the Hartree gap is 0.2952 hartree.

The exact difference between the energies of adding and removing an electron, \(E(3)+E(1)-2E(2)\), is about 0.80 hartree, close to the Hartree-Fock gap and far from the Hartree gap. The last line therefore shows that a correct dipole frequency does not imply accurate orbital energies: it is enough that the levels come from a self-consistent solution whose self-energy satisfies the identity of part (b), and that the kernel is the derivative of this same self-energy. Diagonalization of the two-electron Hamiltonian, with 24 functions per electron, also gives 0.500000 hartree.

In a finite oscillator basis \([h,b^\dagger]=\omega_0b^\dagger\) still holds for the truncated matrices, but \(b^\dagger\) carries the highest function out of the basis, so the identity of part (b) is only approximate and the proof holds only as the basis approaches completeness. For six electrons the error of the mode is \(-1.5\times10^{-5}\) hartree with 10 functions and \(-4.9\times10^{-10}\) hartree with 20; the decrease is not monotonic, since with 24 functions the error is about \(-9\times10^{-10}\) hartree. The numerical check also inserts the analytic amplitudes of part (d) into the matrix equations and tests the covariance identity on a random matrix confined to the four lowest functions, comparing the lowest \(20\times20\) block of a 40-function basis.

## Computed values

```
trap frequency omega0 = 0.5000 hartree = 13.6057 eV
softening length = 1.00 bohr; basis functions = 40
covariance error of self-energy = 3.7e-15 hartree
N=2, 10 functions: TDHF mode minus omega0 = -3.3e-08 hartree
N=2, 20 functions: TDHF mode minus omega0 = 8.6e-12 hartree
N=2, 40 functions: TDHF mode minus omega0 = 1.3e-11 hartree
N=2: HOMO = 0.92918, LUMO = 1.72166 hartree
N=2: HF gap = 0.79248 hartree = 21.5644 eV
N=2: TDHF dipole mode = 0.500000 hartree = 13.6057 eV
N=2: oscillator strength of mode = 2.000000
N=2: analytic vector: residual = 9.0e-09 hartree, norm = 2.000000
N=2: sum X^2 = 2.03601, sum Y^2 = 0.03601 (both spins)
N=6, 10 functions: TDHF mode minus omega0 = -1.5e-05 hartree
N=6, 20 functions: TDHF mode minus omega0 = -4.9e-10 hartree
N=6, 40 functions: TDHF mode minus omega0 = -1.3e-12 hartree
N=6: HOMO = 3.40142, LUMO = 4.15046 hartree
N=6: HF gap = 0.74904 hartree = 20.3825 eV
N=6: TDHF dipole mode = 0.500000 hartree = 13.6057 eV
N=6: oscillator strength of mode = 6.000000
N=6: analytic vector: residual = 2.2e-06 hartree, norm = 6.000000
N=6: sum X^2 = 6.04914, sum Y^2 = 0.04914 (both spins)
N=2 lowest pair: A = 0.51877, B = 0.13077 hartree
N=2 lowest pair alone: sqrt(A^2-B^2) = 0.50202 hartree
N=2 Tamm-Dancoff dipole mode = 0.51869 hartree
N=2 HF levels, kernel without exchange = 1.00635 hartree
N=2 Hartree levels: gap = 0.29516 hartree
N=2 Hartree levels and Hartree kernel = 0.500000 hartree
N=2 two-electron diagonalization (24 functions per electron): 0.500000 hartree
Gaussian s=0.500 bohr: J00/g=0.33333, K01/g=0.14815, gap shift/g: formula -0.11111, HF -0.11111
Gaussian s=1.000 bohr: J00/g=0.57735, K01/g=0.19245, gap shift/g: formula 0.00000, HF 0.00000
Gaussian s=3.000 bohr: J00/g=0.90453, K01/g=0.08223, gap shift/g: formula 0.65784, HF 0.65784
Gaussian g=0.50 hartree: HF gap equals omega0 at s = 1.0514 bohr
there: HF gap = 0.500000, TDHF mode = 0.500000 hartree
```
